Caroli transmission from lead self-energies, checked on one impurity site

A transport calculation for a wire with a defect starts with a decision: which sites go into the matrix that is inverted, and which are left to the leads? The leads are infinite, so they cannot all go in. The result derived here settles the matter. If the device contains every site where the Hamiltonian differs from that of a perfect lead, and is large enough that the leads do not couple to each other directly, each lead can be replaced by an energy-dependent matrix on the device, its self-energy, and the transmission follows from a trace over the device alone.

The setting is non-interacting particles, orthonormal site orbitals and a Hermitian Hamiltonian. Spin is not counted.

**1. One impurity, by matching waves**

Take an infinite chain with site energy 0, hopping −t with t > 0, and energy U on site 0:

E ψ_n = −t(ψ_{n−1} + ψ_{n+1}) + U δ_{n0} ψ_n

Away from site 0, the wave e^{ikn} solves this with

E = −2t cos k,  0 < k < π

Here k is the phase per site. The velocity in sites per unit time is v = (1/ħ) dE/dk = 2t sin k/ħ, which is positive, so e^{ikn} moves to the right. For a unit wave coming from the left,

ψ_n = e^{ikn} + r e^{−ikn} for n ≤ 0
ψ_n = τ e^{ikn} for n ≥ 0

Both forms give ψ_0, hence 1 + r = τ. The equation at site 0 is the only one still to be satisfied. With r = τ − 1 it reads

(E − U)τ = −t[e^{−ik} + (τ − 1)e^{ik} + τ e^{ik}]
= −t[2τ e^{ik} − 2i sin k]

because e^{−ik} − e^{ik} = −2i sin k. Collecting τ gives

τ(E − U + 2t e^{ik}) = 2it sin k

Since E + 2t e^{ik} = 2it sin k,

τ = 2it sin k/(2it sin k − U)
r = τ − 1 = U/(2it sin k − U)

The velocity is the same on both sides, so the transmission probability is T = |τ|². With 4t² sin²k = 4t² − E²,

T = (4t² − E²)/(4t² − E² + U²)

Also |r|² + |τ|² = 1, as conservation of probability requires.

As a worked case, take the round model parameters t = 1 eV, U = 1 eV, E = −1 eV. Then cos k = 1/2, k = π/3, and T = (4 − 1)/(4 − 1 + 1) = 0.75.

Limit check: U = 0 gives r = 0 and T = 1. For U ≠ 0, T goes to zero at the band edges E = ±2t, where the velocity vanishes.

**2. Replacing the leads by self-energies**

Now let the device C be any finite set of sites, joined to leads L and R that have no direct coupling to each other. V_CL is the block of the Hamiltonian that takes amplitudes from L to C, and V_LC = V_CL†; likewise for R. Let F be the Green's function of the whole system,

(z − H)F = 1,  z = E + iη,  η → 0⁺

The positive η makes this the retarded function. In a lead it changes k by iη/(ħv), so a wave moving away from the device decays with distance, and waves moving towards it are excluded.

The L–C and C–C blocks of this equation are

(z − H_L)F_LC − V_LC F_CC = 0
(z − H_C)F_CC − V_CL F_LC − V_CR F_RC = 1

With the isolated-lead function g_L = (z − H_L)⁻¹, the first line gives F_LC = g_L V_LC F_CC. The right lead gives F_RC = g_R V_RC F_CC in the same way. Insert both into the second line and write G for F_CC:

G = (E − H_C − Σ_L − Σ_R)⁻¹
Σ_L = V_CL g_L V_LC,  Σ_R = V_CR g_R V_RC

No approximation has been made. The anti-Hermitian part of each self-energy defines the broadening matrix

Γ_j = i(Σ_j − Σ_j†),  j = L, R

For the chain, only the end-site element g of the lead function is needed. Splitting off the end site of a half-infinite chain leaves an identical half-infinite chain, which acts on that site through the self-energy t²g. Therefore

g = 1/(E − t²g),  or  t²g² − Eg + 1 = 0

g = [E ± i√(4t² − E²)]/(2t²) = (−cos k ± i sin k)/t

To choose the sign, expand in lead eigenstates: g is a sum of terms |φ(1)|²/(E + iη − E_ν), each with a negative imaginary part. The lower sign is the retarded one:

g = −e^{ik}/t
Σ = (−t)g(−t) = −t e^{ik}
Γ = −2 Im Σ = 2t sin k = ħv

For this chain, where the contact hopping equals the hopping in the lead, the broadening is ħ times the speed at which amplitude leaves along the lead. A contact hopping −t′ gives Σ = t′²g and Γ = (t′/t)² ħv instead.

With the impurity site alone as the device,

G = 1/(E − U + 2t e^{ik}) = 1/(2it sin k − U)

Comparison with section 1 shows τ = iΓG. In numbers, Γ = 1.732 eV and G = 1/(1.732i − 1) = −0.250 − 0.433i eV⁻¹, so τ = 0.750 − 0.433i and |τ|² = 0.750.

Limit check: g can be computed from its definition, using a chain of 100000 sites and η = 2×10⁻⁴ eV. The result is −0.499942 − 0.865925i eV⁻¹, against −0.500000 − 0.866025i from the formula. The small difference is the effect of η. To first order it is

iη dg/dE = η e^{ik}/(2t² sin k) = (0.000058 + 0.000100i) eV⁻¹

which matches the difference in both parts.

For one site, then, T = Γ²|G|². When Γ and G are matrices, this does not yet say in which order they stand or how channels are summed. That requires the current.

**3. The scattering state for a general device**

Let φ be an eigenstate of the isolated left lead, H_L φ = Eφ. Take it to be a standing wave: an incoming wave and its reflection from the closed end. Some leads also have states bound to their end. These bring in no wave, and their isolated energies are excluded here. So are the energies of bound states of the coupled system, where G is infinite; with several channels such a state can lie inside an open band. Write the state of the coupled system as ψ = φ + χ. Acting on φ alone, H − E leaves only the coupling term V_CL φ, which lies on the device. Hence (E − H)ψ = 0 becomes

(E − H)χ = V_CL φ

The retarded solution is χ = F V_CL φ, which adds no incoming wave. Its device and right-lead parts are

ψ_C = G V_CL φ
ψ_R = F_RC V_CL φ = g_R V_RC ψ_C

Limit check on the chain: count m = 1, 2, … from the device into the left lead. A unit incoming wave gives φ(m) = e^{−ikm} − e^{ikm}, which vanishes at m = 0 as a closed end demands. Then φ(1) = −2i sin k and

ψ_C = G(−t)(−2i sin k) = 2it sin k G = iΓG = τ

This is the amplitude found on the impurity by matching.

**4. The current into the right lead**

Let s be time. In the right lead,

iħ dψ_R/ds = H_R ψ_R + V_RC ψ_C

The Hermitian H_R only moves probability within the lead. The rate at which probability enters through the coupling is

J = 2 Re[ψ_R†(−i/ħ)V_RC ψ_C] = (2/ħ) Im[ψ_R† V_RC ψ_C]

Inserting ψ_R = g_R V_RC ψ_C gives ψ_R† V_RC ψ_C = ψ_C† Σ_R† ψ_C. Its imaginary part is

ψ_C†(Σ_R† − Σ_R)ψ_C/(2i) = ψ_C†(iΓ_R)ψ_C/(2i) = ½ ψ_C† Γ_R ψ_C

so that

J = ψ_C† Γ_R ψ_C/ħ

Limit check: on the chain this is Γ|τ|²/ħ = v|τ|², the flux of a wave with amplitude τ.

**5. Summing over incoming states**

Let φ_ν be the orthonormal eigenstates of the isolated left lead, with energies E_ν. If each is occupied once, the rate into the right lead per unit energy is

J(E) = (1/ħ) Σ_ν δ(E − E_ν) φ_ν† V_LC G† Γ_R G V_CL φ_ν

A number a†Ma equals Tr[M a a†], so

J(E) = (1/ħ) Tr[G† Γ_R G Σ_ν V_CL φ_ν φ_ν† V_LC δ(E − E_ν)]

The remaining sum is contained in Γ_L. From g_L = Σ_ν φ_ν φ_ν†/(E + iη − E_ν) and

1/(x + iη) − 1/(x − iη) = −2iη/(x² + η²) → −2πi δ(x)

it follows that

Γ_L = V_CL i(g_L − g_L†)V_LC = 2π Σ_ν V_CL φ_ν φ_ν† V_LC δ(E − E_ν)

Therefore, using cyclicity of the trace,

J(E) = (1/2πħ) Tr[Γ_L G† Γ_R G]

Limit check: the chain lead has the states φ_k(m) = √(2/π) sin km, normalized so that the integral over 0 < k < π gives completeness. The sum becomes

2π ∫ dk t²(2/π) sin²k δ(E − E_k) = 4t² sin²k/(2t sin k) = 2t sin k

as found in section 2. A finite lead gives a numerical version. For 1600 sites, the sum of t²|φ_ν(1)|² over levels below E = −1 eV is 0.1953 eV², and the integral of Γ/(2π) from the band bottom to the same energy is 0.1955 eV². One level carries at most 2t²/1601 ≈ 0.0012 eV², so the difference is smaller than the weight a single level can have.

**6. From a rate to a probability**

To obtain a probability, divide by the incoming rate. In φ_k the incoming wave e^{−ikm} has amplitude of magnitude ½√(2/π) = 1/√(2π). Its flux is v/(2π) per unit k. Since dk = dE/(ħv), the incoming flux per unit energy is

(v/2π)·1/(ħv) = 1/(2πħ) = 1/h

The velocity has cancelled. In a periodic lead with several channels the same holds for each open one. A normalized packet built from these states consists, at early times, of the incoming wave alone, so that wave carries the full normalization of its channel: 1/√(2π) times a Bloch wave, with flux v/(2π). Dividing J(E) by 1/h gives

T(E) = Tr[Γ_L G† Γ_R G]

This is the sum of transmission probabilities over all incoming and outgoing open channels. It can exceed 1, but not the number of incoming channels. Both statements hold at energies where G is finite; section 9 treats bound states.

In the worked case the incoming rate is 2.418×10¹⁴ s⁻¹ eV⁻¹ and the transmitted rate is 0.75 times this, 1.8135×10¹⁴ s⁻¹ eV⁻¹.

**7. The order of the factors**

The Caroli form of the transmission is Tr[Γ_L G Γ_R G†], with the dagger on the other G. Exchanging L and R in section 6 shows what this is: transmission from right to left is

Tr[Γ_R G† Γ_L G] = Tr[Γ_L G Γ_R G†]

by cyclicity. To show that both directions agree, subtract the two inverses:

(G†)⁻¹ − G⁻¹ = Σ_L + Σ_R − Σ_L† − Σ_R† = −i(Γ_L + Γ_R)

Multiplying by G on the left and G† on the right turns the left side into G − G†. Multiplying by G† on the left and G on the right gives G − G† again. Hence

i(G − G†) = G(Γ_L + Γ_R)G† = G†(Γ_L + Γ_R)G

Multiply the last two forms by Γ_L and take the trace:

Tr[Γ_L G Γ_L G†] + Tr[Γ_L G Γ_R G†] = Tr[Γ_L G† Γ_L G] + Tr[Γ_L G† Γ_R G]

The first terms on the two sides are equal by cyclicity, which leaves

T(E) = Tr[Γ_L G Γ_R G†] = Tr[Γ_L G† Γ_R G]

Time-reversal symmetry was not used. Having two leads was: with a third lead, the same argument equates only sums of transmissions.

A complex four-site device with two left and three right channels tests the matrix formula where order and channel sums matter. Direct wave matching gives 1.4095 in each direction, and both traces give the same value. Individual channel probabilities are not symmetric: over all pairs of channels, reflection included, exchanging the incoming and outgoing channel changes a probability by as much as 0.51. The derivation equates only the summed transmissions.

**8. Back to the impurity**

For a single site the trace is a product of numbers:

T = Γ²|G|² = 4t² sin²k/(4t² sin²k + U²) = (ħv)²/[(ħv)² + U²]

This is the wave-matching result. The impurity strength is measured against ħv, and the sign of U does not matter. Half the flux passes when |U| = ħv. At the band centre ħv = 2t, so U = 2 eV gives T = 0.500 there. The same impurity transmits only 0.089 at E = ±1.9 eV, where the particle is slow. For |U| much larger than ħv, T ≈ (ħv/U)².

The value T = 0.75 can also be checked in time. A packet centred at k = π/3, with a width of 30 sites, is sent at the impurity. The probability found beyond it is 0.749913, equal to the average of T over the packet's momenta. The shortfall from 0.75 comes from the momentum spread δ = 1/(2·30) = 1/60. With x = 4 sin²k and T = x/(x + 1) in the present units,

d²T/dk² = x″/(1 + x)² − 2x′²/(1 + x)³ = −4/16 − 24/64 = −0.625

since x = 3, x′ = 4 sin 2k = √12 and x″ = 8 cos 2k = −4. To leading order the shift is ½(−0.625)/3600 = −0.000087, as observed.

**9. Where to cut, and where the formula stops**

Perfect chain sites may be moved from the leads into the device. The Hamiltonian is unchanged, and so is the ratio of transmitted to incoming flux. A five-site device containing the impurity again gives T = 0.75. The opposite move needs care: if a site that differs from the perfect lead is left outside, g = −e^{ik}/t describes a different system. The trace then requires the function of the actual lead, defect included. With the impurity at the end of the left lead, for example, the end-site element of that lead is 1/(E − U − t²g), and T is again 0.75.

For particles to be transmitted, the energy must lie inside the bands of both leads. Outside the chain's band there is no propagating wave and Γ = 0, so the trace gives zero wherever G is finite. The closed expression for T in terms of E and U must not be continued there. For E > 2t, the decaying solution is g = [E − √(E² − 4t²)]/(2t²), and

G⁻¹ = E − U − 2t²g = √(E² − 4t²) − U

For U > 0 this vanishes at E = √(4t² + U²). That is a bound state on the impurity, which carries no current. The trace must not be read as a transmission at this energy. If a small η is kept in both leads and device, Γ is of order η and G of order 1/η. The trace then tends to (1 − w)², with w = U/√(4t² + U²) the weight of the state on the impurity; this is 0.306 for t = U = 1 eV, in a peak whose width shrinks with η. The same term can appear inside an open band. Take a two-leg ladder with all hoppings −1 eV and U = 1 eV on both sites of one rung. The closed bonding channel binds a state at E = √5 − 1 eV, where the one open channel transmits 0.798, and the trace with small η gives 0.798 + 0.306 ≈ 1.10.

Interactions set another limit. If they add a self-energy with an anti-Hermitian part, the subtraction in section 7 gains a third broadening matrix. Particles can then change energy inside the device, and the two-lead trace no longer accounts for the whole current. If interactions enter only through a static Hermitian mean field confined to the device, that field belongs in H_C and the derivation stands. If the field reaches further, the device must be enlarged to contain it.

The numerical output below gives the values over energy and impurity strength.

Computed results

```
hopping strength t = 1.0 eV, impurity U = 1.0 eV, energy E = -1.0 eV
phase per site k = 1.047198 rad = 0.333333 pi
self-energy of one lead = -0.500000 -0.866025 i eV
Gamma of one lead = 1.732051 eV
device Green's function G = -0.250000 -0.433013 i 1/eV
Caroli transmission = 0.750000
wave matching: r = -0.250000 -0.433013 i
wave matching: tau = +0.750000 -0.433013 i
wave matching: |r|^2 = 0.250000, |tau|^2 = 0.750000
incoming rate per energy 1/h = 2.4180e+14 1/(s eV)
transmitted rate per energy T/h = 1.8135e+14 1/(s eV)
finite chains: 100000 sites per lead, broadening 2.0e-04 eV
surface g, finite chain = -0.499942 -0.865925 i 1/eV
surface g, formula      = -0.500000 -0.866025 i 1/eV
impurity G, finite chain = -0.250014 -0.432988 i 1/eV
lead-state sum up to E (1600 sites) = 0.19534 eV^2
integral of Gamma/(2 pi) up to E = 0.19550 eV^2
T from wave matching; columns U = 0, 0.5, 1, 2 eV
  E = -1.9 eV: 1.000000  0.609375  0.280576  0.088838
  E = -1.5 eV: 1.000000  0.875000  0.636364  0.304348
  E = -1.0 eV: 1.000000  0.923077  0.750000  0.428571
  E = +0.0 eV: 1.000000  0.941176  0.800000  0.500000
  E = +1.0 eV: 1.000000  0.923077  0.750000  0.428571
  E = +1.9 eV: 1.000000  0.609375  0.280576  0.088838
Caroli transmission with a 5-site device = 0.750000
packet: start site -250, width 30 sites, time 300 hbar/eV
packet probability beyond impurity = 0.749913
momentum average of T = 0.749913
general device, 4 sites, 2 left and 3 right channels, E = 0.3 eV
wave matching: left to right 1.409521, right to left 1.409521
Tr[GL G GR G+] = 1.409521, Tr[GL G+ GR G] = 1.409521
largest asymmetry of single-channel probabilities = 0.5125
```
